The three-loop massless ladder integral from Gegenbauer expansion and radial orderings

**1. A special case: one loop, two radial regions**

Take four Euclidean dimensions and a vector p with p² = 1, and consider

J = ∫ d⁴k/π² · 1/[k² (k−p)² (k+p)²].  (1)

Let u = k² and let χ be the angle between k and p. The unit sphere S³ has area 2π², so for an integrand averaged over directions

d⁴k/π² → 2r³ dr = u du, r² = u.  (2)

The two denominators that depend on the angle multiply to (1+u)² − 4u cos²χ. The normalized average over S³ is (2/π)∫₀^π sin²χ dχ. With a = 1+u and b = 2√u, write

sin²χ/(a² − b²cos²χ) = 1/b² − [(a²−b²)/b²]/(a² − b²cos²χ),

and use ∫₀^π dχ/(a² − b²cos²χ) = π/(a√(a²−b²)). Since √(a²−b²) = |1−u|, the average is

(1/2u)[1 − |1−u|/(1+u)] = min(1, 1/u)/(1+u).  (3)

The measure u du cancels the line 1/k² = 1/u, leaving

J = ∫₀¹ du/(1+u) + ∫₁^∞ du/[u(1+u)] = ln 2 + ln 2 = 2 ln 2.  (4)

The angular average produces a function that depends on which radius is larger. Each ordering of the radii, k inside p or k outside p, then gives an elementary integral. The three-loop ladder yields to the same treatment, with four radii instead of two.

**2. The ladder as a wheel**

For p² > 0 define

F(p) = ∫ d⁴k₁ d⁴k₂ d⁴k₃/π⁶ · 1/[k₁² k₂² k₃² (k₁−p)² (k₂−p)² (k₃−p)² (k₁−k₂)² (k₂−k₃)²].  (5)

All lines are massless and have unit power. The substitution kᵢ = |p|κᵢ gives a factor |p|¹² from the measure and |p|⁻¹⁶ from the eight lines. Rotation invariance removes any dependence on the direction of p, so

F(p) = c/(p²)².  (6)

The claim is c = 20 ζ(5). Finiteness is not assumed: the integrand is positive, so c is well defined as a number or +∞, and the calculation will show that it is finite.

Read 0, p, k₁, k₂, k₃ as five points in a four-dimensional x-space, joined by lines 1/(x−y)². These are dual coordinates, whose differences are the line momenta. The point k₂ is joined to each of the other four, and these form a closed rim, p–k₁–0–k₃–p. The graph is a wheel with hub k₂ and four spokes. Gegenbauer expansion is simplest with the hub at the origin, because the spokes then carry no angles. In (5), however, the origin and the unit of length are set by the rim points 0 and p. The next step removes this obstacle.

**3. Changing the origin and the fixed distance**

Let G be the product of the eight lines. It is translation invariant and scales as G → λ⁻¹⁶G when all points are multiplied by λ. Hold one point at the origin and let Y stand for the sixteen coordinates of the other four. Holding a different point instead is a linear change of variables, yⱼ → yⱼ − y_b and y_b → −y_b, whose Jacobian has modulus one.

Let ρ₁ and ρ₂ be two distances between points, and let f ≥ 0 satisfy ∫f(s) ds = 1. Then

∫d¹⁶Y G f(ln ρ₁) = ∫ds ∫d¹⁶Y G f(ln ρ₁) f(ln ρ₂ + s).  (7)

Substitute Y = e⁻ˢY′. The combination d¹⁶Y G is unchanged, ln ρ₁ becomes ln ρ₁′ − s, and ln ρ₂ + s becomes ln ρ₂′. The s-integral of f(ln ρ₁′ − s) is one, hence

∫d¹⁶Y G f(ln ρ₁) = ∫d¹⁶Y G f(ln ρ₂).  (8)

Everything is positive, so the order of integration may be changed freely.

With 0 at the origin and ρ₁ = |p|, the left side is, by (6),

π⁶ ∫d⁴p f(ln|p|) c/|p|⁴ = 2π⁸ c ∫ f(ln r) dr/r = 2π⁸ c.  (9)

Now put k₂ at the origin and name the rim points

x₀ = p − k₂, x₁ = k₁ − k₂, x₂ = −k₂, x₃ = k₃ − k₂.  (10)

Choosing ρ₂ = |x₀| gives the right side of (8) as 2π⁸ times the constant obtained at |x₀| = 1. Therefore

c = ∫ d⁴x₁ d⁴x₂ d⁴x₃/π⁶ · 1/[x₁² x₂² x₃² (x₀−x₁)² (x₁−x₂)² (x₂−x₃)² (x₃−x₀)²], x₀² = 1.  (11)

The constant also has a physical reading. Integrating F over p₁ < |p| < p₂ with measure d⁴p/π² gives 2c ln(p₂/p₁) = c ln(p₂²/p₁²). Thus c is the coefficient of the logarithm of the squared momentum in the closed graph, and (8) says that this coefficient does not depend on which distance is used to cut the logarithm off.

**4. Expansion and angular averages**

Define Cₙ(cos θ) = sin((n+1)θ)/sin θ, the Gegenbauer polynomials of index one. For 0 ≤ ρ < 1 a geometric series gives

Σₙ Cₙ(cos θ) ρⁿ = Im[e^{iθ}/(1−ρe^{iθ})]/sin θ = 1/(1 − 2ρ cos θ + ρ²).  (12)

Let r_< and r_> be the smaller and larger of |x| and |y|. Taking r_>² out of (x−y)² and setting ρ = r_</r_> yields

1/(x−y)² = (1/r_>²) Σₙ Cₙ(x̂·ŷ) (r_</r_>)ⁿ.  (13)

The average over directions x̂ that is needed is

⟨Cₙ(â·x̂) Cₘ(x̂·b̂)⟩ = δₙₘ Cₙ(â·b̂)/(n+1).  (14)

To prove it, note that on a function h(θ) of the angle from a fixed axis, the Laplacian of S³ acts as h″ + 2 cot θ h′. With g = h sin θ, the eigenvalue equation

h″ + 2 cot θ h′ = −n(n+2)h  (15)

becomes g″ = −(n+1)²g. The solution regular at θ = 0 is g ∝ sin((n+1)θ), so h ∝ Cₙ. The Laplacian is self-adjoint, and different n have different eigenvalues, which proves that (14) vanishes for n ≠ m.

For n = m, the left side as a function of â is an eigenfunction with the same eigenvalue and depends on â·b̂ alone. By the uniqueness just shown it is a multiple of Cₙ(â·b̂). The multiple follows from â = b̂, where the left side is (2/π)∫₀^π sin²((n+1)θ) dθ = 1, while Cₙ(1) = n+1.

Apply this to the four rim lines in (11), writing N = n+1. Averaging over x̂₁ forces the two adjacent indices to agree and gives Cₙ(x̂₀·x̂₂)/N. Averaging over x̂₂ gives Cₙ(x̂₀·x̂₃)/N², and averaging over x̂₃ gives

Cₙ(x̂₀·x̂₀)/N³ = N/N³ = 1/N².  (16)

One sum over N survives. At distinct radii, |Cₙ| ≤ n+1 and Σ(n+1)ρⁿ = (1−ρ)⁻² make the fourfold series absolutely convergent, so averaging term by term is allowed. Equal radii form a set of measure zero.

**5. The radial integral**

Set xᵢ² = e^{tᵢ}. For a line between x and y, with x² = eᵗ and y² = e^{t′},

r_>² = e^{(t+t′)/2 + |t−t′|/2}, r_</r_> = e^{−|t−t′|/2}.

The radial part of (13) is therefore

e^{−(t+t′)/2} e^{−N|t−t′|/2}.  (17)

At each integrated point the measure (2) is u du = e^{2t}dt. The spoke supplies e^{−t}, and the two rim lines supply e^{−t/2} each. These factors multiply to one. At x₀ all such factors equal one because t₀ = 0. Hence

c = Σ_{N≥1} R_N/N²,  (18)

R_N = ∫dt₁ dt₂ dt₃ exp[−(N/2)(|t₀−t₁| + |t₁−t₂| + |t₂−t₃| + |t₃−t₀|)].  (19)

After the angular averages each term is positive, which justifies exchanging the sum with the radial integral.

**6. The 24 orderings**

Split (19) according to the ranking of t₀, t₁, t₂, t₃. Within one ranking use the gaps g₁, g₂, g₃ ≥ 0 between successive values, from the innermost point outward. Since t₀ is fixed, the other values are obtained from it by adding or subtracting gaps. The change of variables has a Jacobian of modulus one.

A rim line has a length |tᵢ−tⱼ| equal to the sum of the gaps it crosses. If mⱼ rim lines cross gap j, the ranking contributes

∏ⱼ ∫₀^∞ dgⱼ e^{−N mⱼ gⱼ/2} = ∏ⱼ 2/(N mⱼ).  (20)

The first gap separates the innermost point from the rest. Two rim lines end on that point, so m₁ = 2, and likewise m₃ = 2 for the outermost point. The middle gap separates the inner pair from the outer pair, and there are two cases.

If the inner two points are neighbours on the rim, one line joins them and two lines leave the pair, so m₂ = 2. An example is t₀ < t₁ < t₂ < t₃: three rim lines cross one gap each, the fourth crosses all three, and the total length is 2g₁ + 2g₂ + 2g₃. The contribution is 1/N³.

If the inner two points are opposite on the rim, no line joins them and m₂ = 4. An example is t₀ < t₂ < t₁ < t₃, where the four lengths are g₁+g₂, g₂, g₂+g₃ and g₁+g₂+g₃. Their sum is 2g₁ + 4g₂ + 2g₃, and the contribution is 1/(2N³).

Of the six possible inner pairs, four are neighbours and two are opposite. Each choice allows 2 × 2 rankings within the inner and outer pairs. There are thus 16 rankings of the first kind and 8 of the second:

R_N = 16/N³ + 8/(2N³) = 20/N³.  (21)

The same number follows without any ordering. Expression (19) is a fourfold convolution of e^{−N|t|/2}, evaluated at zero. The Fourier transform of this function is N/(N²/4 + ω²). With ω = (N/2) tan φ,

R_N = ∫ dω/(2π) [N/(N²/4+ω²)]⁴ = N⁴ (2/N)⁷ (1/2π) ∫_{−π/2}^{π/2} cos⁶φ dφ = (128/N³)(5/32) = 20/N³,  (22)

because the last integral is 5π/16. Numerical integration gives 20.000, 2.500 and 0.741 for N = 1, 2, 3.

Inserting (21) in (18) gives

c = 20 Σ_{N≥1} 1/N⁵ = 20 ζ(5), F(p) = 20 ζ(5)/(p²)².  (23)

The sum is finite. Positivity then carries this back through every step, so (5) converges.

**7. Two loops, and the extension to four**

The two-loop integral

K(p) = ∫ d⁴k d⁴q/π⁴ · 1/[k² (k−p)² q² (q−p)² (k−q)²] = κ/p²  (24)

has four dual points and every connecting line except 0–p. Multiplying by 1/p² supplies that line and gives κ/(p²)², as required for the argument of Section 3. The result is a wheel with three spokes. Two angular averages leave N/N² = 1/N. On a triangular rim each of the two gaps is crossed by two lines, so each of the 3! = 6 orderings gives 1/N². Hence κ = 6 Σ 1/N³ = 6 ζ(3).

The four-loop ladder extends (5) by a fourth point k₄, with lines 1/k₄², 1/(k₄−p)² and 1/(k₃−k₄)² and measure d⁴k₄/π². Its eleven lines and four measures make it a constant times 1/(p²)³. At four loops no point is joined to all the others: k₂, for instance, has no line to k₄, and 0 has none to p. A change of origin alone therefore gives no wheel, but an inversion does. Set p² = 1 and kᵢ = κᵢ/κᵢ². Then d⁴kᵢ = d⁴κᵢ/(κᵢ²)⁴, kᵢ² = 1/κᵢ², (kᵢ−p)² = (κᵢ−p)²/κᵢ² and (kᵢ−kⱼ)² = (κᵢ−κⱼ)²/(κᵢ²κⱼ²). The powers of κ₂² and κ₃² cancel, while 1/κ₁² and 1/κ₄² remain. The lines now form the closed rim 0–κ₁–κ₂–κ₃–κ₄–0, and each κᵢ is joined to p. This integral scales as 1/p², and a further factor 1/p² supplies the spoke 0–p, giving a wheel with hub p and five spokes to which Section 3 applies. Four angular averages leave N/N⁴ = 1/N³. The fivefold analogue of (22) is N⁵(2/N)⁹(1/2π)(35π/128) = 70/N⁴. The four-loop constant is thus 70 ζ(7). Masses, other line powers or another dimension change the expansion (13) or the cancellation of radial powers leading to (19). At p = 0 the three-loop integral (5) diverges, as the factor 1/(p²)² in (6) indicates: the lines 1/k₁² and 1/(k₁−p)² merge into 1/(k₁²)², which is not integrable at k₁ = 0.

**8. The same integral in its original frame**

An independent evaluation keeps 0 and p fixed. The k₁ and k₃ integrations in (5) are both the triangle

T(p,q) = ∫ d⁴k/π² · 1/[k² (k−p)² (k−q)²], q = k₂.  (25)

Set p² = 1, q² = r², let θ be the angle between p and q, and put s = 2 ln r. One use of (14) and the same cancellation of radial factors give

T = (1/r) Σ_N [C_{N−1}(cos θ)/N] ∫dt e^{−N(|t|+|t−s|)/2}.  (26)

The region between 0 and s contributes |s|e^{−N|s|/2}, and each outer region contributes e^{−N|s|/2}/N. Therefore

T = (1/r) Σ_N [sin(Nθ)/(N sin θ)] (|s| + 2/N) e^{−N|s|/2}.  (27)

For sin θ ≠ 0 this series converges absolutely. At q = −p one sums before integrating: (26) becomes ∫dt/(e^{|t|}+1) = 2 ln 2, in agreement with (4).

Let z = re^{iθ} with Im z > 0. For r < 1, |s| = −2 ln r and e^{−N|s|/2} = rᴺ. Using Σzᴺ/N² = Li₂(z) and Σzᴺ/N = −ln(1−z),

T = 2D(z)/Im z, D(z) = Im Li₂(z) + arg(1−z) ln|z|.  (28)

For r > 1, (27) contains r⁻ᴺ instead, which replaces D(z) by D(1/z*) and leaves the denominator Im z.

The component of k₂ along p is x = Re z, and the length of its transverse three-vector is y = Im z, so d⁴k₂ = 4πy² dx dy. The factor y² cancels the denominators of T². In the outer region put w = 1/z*, with d²z = d²w/|w|⁴, |z|² = 1/|w|² and |1−z|² = |1−w|²/|w|². Adding the two regions gives

c = (16/π) ∫_{|z|<1, Im z>0} d²z D(z)² (1+|z|²)/(|z|² |1−z|²).  (29)

This expression uses neither the change of origin nor the 24 orderings. Quadrature gives 20.7385627 on an 80 × 80 grid and 20.7385557 on a 160 × 160 grid, compared with 20.7385551 from (23). The absolute difference falls from 7.6 × 10⁻⁶ to 5.6 × 10⁻⁷.

The triangle was also tested against its Feynman-parameter integral. At p² = 1 GeV², |z| = 0.5 and θ = 1.0 rad, both methods give 3.98297 GeV⁻².

**9. Numerical example**

With ζ(5) = 1.03692776, the 16 orderings with neighbouring inner points contribute 16 ζ(5) = 16.590844. The other eight contribute 4 ζ(5) = 4.147711. Their sum is c = 20.738555.

The term N = 1, in which no angular dependence travels around the rim, gives 20, or about 96% of c. The terms decrease, so comparison with an integral bounds the remainder after M terms:

Σ_{N>M} 20/N⁵ < 20 ∫_M^∞ dν/ν⁵ = 5/M⁴.  (30)

For M = 10 the partial sum is 20.738147. Its remainder is 4.08 × 10⁻⁴, below the bound 5 × 10⁻⁴.

At Euclidean momentum p = 2 GeV, (p²)² = 16 GeV⁴ and

F = 20.738555/(16 GeV⁴) = 1.29616 GeV⁻⁴.

If each loop instead has measure d⁴k/(2π)⁴, it acquires the factor π²/(2π)⁴ = 1/(16π²). Three loops give (16π²)⁻³ = 2.539457 × 10⁻⁷, and the integral becomes

1.29616 × 2.539457 × 10⁻⁷ GeV⁻⁴ = 3.29154 × 10⁻⁷ GeV⁻⁴.

The small number comes from the loop measure. The coefficient 20 ζ(5) itself is not small. Couplings and numerator factors of a particular theory are not included. The numerical output below lists the remaining comparisons.

Computed values

```
All numbers are dimensionless unless a unit is given
propagator, direct: 0.9025270758
propagator, Gegenbauer series: 0.9025270758
largest angular-average error: 2.2e-16
Radial orderings at N = 1:
  crossings (2, 2, 2): 16 orderings, each 1.000, sum 16.000, part of c 16.59084408
  crossings (2, 4, 2): 8 orderings, each 0.500, sum 4.000, part of c 4.14771102
largest ordering-quadrature error: 1.7e-14
sum over all orderings at N = 1: 20.000000
radial integral by Fourier, N = 1: 20.00000000
radial integral by Fourier, N = 2: 2.50000000
radial integral by Fourier, N = 3: 0.74074074
Partial sums of c:
  N up to 1: 20.00000000, remainder 7.386e-01, bound 5.000e+00
  N up to 2: 20.62500000, remainder 1.136e-01, bound 3.125e-01
  N up to 3: 20.70730453, remainder 3.125e-02, bound 6.173e-02
  N up to 5: 20.73323578, remainder 5.319e-03, bound 8.000e-03
  N up to 10: 20.73814683, remainder 4.083e-04, bound 5.000e-04
Triangle T (p^2 in GeV^2, T in GeV^-2, theta in rad):
  p^2=1.0, |z|=0.5, theta=1.0: Feynman 3.982971539, closed 3.982971539
  p^2=4.0, |z|=0.7, theta=2.2: Feynman 0.531147860, closed 0.531147860
  p^2=4.0, |z|=1.8, theta=0.6: Feynman 0.352374615, closed 0.352374615
zeta(5): 1.0369277551
c from radial orderings: 20.7385551029
c in original frame, 80 x 80 grid: 20.7385627485
c in original frame, 160 x 160 grid: 20.7385556617
difference, fine grid minus orderings: 5.6e-07
example momentum p: 2.0 GeV
F(p), measure d4k/pi^2: 1.29615969 GeV^-4
factor (16 pi^2)^-3: 2.539457e-07
F(p), measure d4k/(2 pi)^4: 3.291541e-07 GeV^-4
```
